Tsu-Esaki tunnelling current with a safe supply function and adaptive quadrature

**1. The form of the current**

A current density is a charge times a number of electrons per area and time. If the electrodes enter through the electron mass m and the thermal energy kT, the combination with the dimension 1/(area × time) is m(kT)²/ħ³. Hence

J = e m (kT)²/ħ³ × (a dimensionless integral over energy).

Symmetry restricts the integral. Exchanging the chemical potentials μ_L and μ_R must reverse the sign of whatever describes the occupation of the two electrodes, so that factor vanishes when they are equal. The derivation below supplies this odd function and the factor 1/(2π²).

Two metals are separated by a film at 0 < x < d. Electrons are independent, scattering is elastic, and the transverse wavevector k is conserved. One isotropic parabolic mass m holds in all layers. The motion along x then separates, and the transmission T depends on the longitudinal energy E alone, at given bias V. Energies are measured from μ_L = 0, and μ_R = −eV. Positive J means a net flow of electrons from left to right; the conventional electric current runs the other way.

A state moving right crosses with probability T if its partner on the right is empty. The reverse process has the same T, as shown in section 5. The occupations combine as

f_L(1 − f_R) − f_R(1 − f_L) = f_L − f_R.

With two spins and velocity v_x, and using v_x dk_x = dE/ħ,

J = 2e ∫ dE/(2πħ) T(E) ∫ d²k/(2π)² (f_L − f_R).

The transverse energy is ε = ħ²k²/2m, so d²k/(2π)² = k dk/(2π) = m dε/(2πħ²). The remaining integral is elementary:

∫₀^∞ dε / {1 + exp[(E + ε − μ)/kT]} = kT ln{1 + exp[(μ − E)/kT]}.

Define a = −E/kT, v = eV/kT and s(a) = ln(1 + e^a). Then

J = C kT ∫ T(E,V) D(E,V) dE,  C = e m/(2π²ħ³),

D = s(a) − s(a − v).

This is the Tsu-Esaki formula. D is the logarithmic supply function.

**2. Evaluating the supply function**

Written as the logarithm of (1 + e^a)/(1 + e^(a−v)), D fails in double precision once a exceeds about 709.8, where e^a overflows. At the bottom of a band with Fermi energy E_F, a = E_F/kT. For E_F = 5 eV the overflow sets in below 81.7 K.

The function s can be computed without overflow as

s(a) = max(a, 0) + ln(1 + e^(−|a|)).

The difference s(a) − s(a − v) still loses digits at small bias. For large positive a both terms are near a, each carries a rounding error of order ηa with η ≈ 10⁻¹⁶, and their difference is near v. The relative error is therefore of order ηa/v. For 60 energies between −5 eV and 0 at 300 K and V = 1 nV, the largest relative error found is 5.3 × 10⁻⁷.

The cancellation can be removed algebraically. With f = 1/(1 + e^(−a)) = e^a/(1 + e^a),

(1 + e^(a−v))/(1 + e^a) = 1 + (e^(a−v) − e^a)/(1 + e^a) = 1 − (1 − e^(−v)) f.

Taking minus the logarithm gives

D = −ln[1 − (1 − e^(−v)) f].

The functions expm1(z) = e^z − 1 and log1p(z) = ln(1 + z), evaluated without cancellation near z = 0, turn this into D = −log1p[expm1(−v) f]. It is used for 0 ≤ v < 1. A relative error in the argument z is multiplied by z/[(1 + z) ln(1 + z)]. Setting 1 + z = e^(−w) makes this (e^w − 1)/w, which increases with w. Since w = D ≤ v < 1, the amplification stays below e − 1 ≈ 1.72.

For v ≥ 1 the difference of two s functions is used. By the estimate above, its relative error at large a is then at most of order ηa, or 2 × 10⁻¹⁴ for a = 200. For V < 0 the contacts are exchanged:

D(a, v) = −D(a − v, −v).

Against 200-digit arithmetic, with a = −300, −20, 0, 3, 50, 2000 and v = 10⁻¹², 10⁻³, 0.99, 1.01, 30, 4000 in all combinations, the largest relative error is 9.0 × 10⁻¹⁵. Other arguments near a = 2000 and v = 1 can give errors of order ηa = 2 × 10⁻¹³.

**3. Transmission**

Let φ_L and φ_R be the barrier heights above the adjacent chemical potentials. A uniform field gives

U(x) = φ_L + (φ_R − φ_L − eV) x/d.

The film is cut into N layers of width h, each with U at its midpoint. Inside a layer ψ″ = κ²ψ, with κ² = 2m(U − E)/ħ². The solution one layer to the left is

ψ(x − h) = cosh(κh) ψ(x) − [sinh(κh)/κ] ψ′(x),

ψ′(x − h) = −κ sinh(κh) ψ(x) + cosh(κh) ψ′(x).

These expressions also hold for imaginary κ, and sinh(κh)/κ becomes h at κ = 0. Start at x = d with an outgoing wave, ψ = 1 and ψ′ = ik_R. At x = 0 the incident and reflected amplitudes A and B satisfy ψ = A + B and ψ′ = ik_L(A − B), so

A = ½[ψ(0) + ψ′(0)/(ik_L)],  T = (k_R/k_L)/|A|².

The ratio k_R/k_L converts densities to fluxes. Leftward propagation is stable in a barrier because the required solution contains the component growing in that direction, so rounding errors do not outgrow it. For a barrier with κd above about 355, |A|², which grows as e^(2κd), overflows in double precision.

The layer error is second order in h. Within one layer the potential error is δU = F(x − x_j), F being the slope of U. To first order it changes the amplitude by an integral of δU times a smooth function g. The constant part of g integrates to zero, and the linear part leaves F g′(x_j)h³/12. Summing d/h layers gives order h². Terms quadratic in δU are also of order h² at most, since δU is of order h.

**4. Adaptive energy integration**

The lower limit is the higher of the two band bottoms, since below it no state propagates on both sides. For the upper limit take E_c, which is 40kT above the barrier top. For V ≥ 0, T ≤ 1 and D ≤ s(a) ≤ e^(−E/kT), so the omitted part of ∫T D dE is at most kT e^(−E_c/kT). For V < 0 the energy in this bound is measured from μ_R.

The initial panel edges are the two limits, both chemical potentials and the barrier top. On each panel a ten-point Gauss rule Q is compared with the sum Q₁ + Q₂ over its halves. The finer value is accepted if

|Q₁ + Q₂ − Q| ≤ τ |I|,  τ = 10⁻¹⁰,

where I is the current estimate of the whole integral. Otherwise the halves become new panels.

The rule integrates polynomials of degree 19 exactly. On a resolved smooth panel of width w its error scales as w²¹. Two half panels then have about 2 × 2⁻²¹ = 2⁻²⁰ of the original error, so the difference measures the coarse error and the retained value is better. This argument fails if the samples miss a narrow feature, so agreement between the coarse and fine values does not by itself prove accuracy.

The thermal scale enters through the points where 1 + e^a = 0, the nearest being E = ±iπkT, and their counterparts at μ_R. Panels near a chemical potential may have to shrink to a width of order kT. Repeated bisection can reach that width in a number of steps that grows as the logarithm of 1/kT, but it need not do so. When kT is far below the sample spacing, all samples may miss the thermal region beside a panel edge. The Fermi function then looks like a step at that edge, the panel is accepted early, and the small thermal correction is lost even if it exceeds the tolerance.

For V ≠ 0 the integrand has one sign, because T ≥ 0 and D has the sign of V. If T has relative error at most δ_T and D at most δ_D, the integral inherits at most δ_T + δ_D to first order, plus the quadrature error. No cancellation between energies amplifies them.

**5. Zero current at equilibrium**

At V = 0, D = 0 at every energy, and the computed current is zero whatever T is. This does not show that T is right. A sharper condition is that the one-way integrals, C kT ∫ T s(a) dE, agree when T is calculated from opposite sides.

Let ψ₁ be incident from the left with transmitted amplitude t, and ψ₂ from the right with transmitted amplitude t′. At equal energy W = ψ₁ψ₂′ − ψ₁′ψ₂ is independent of x, since both obey the same equation. In the left electrode W = −2ik_L t′; in the right, W = −2ik_R t. Thus k_L t′ = k_R t, and

T_RL = (k_L/k_R)|t′|² = (k_R/k_L)|t|² = T_LR.

A missing velocity ratio would break this equality when the electrodes differ.

**6. Linear response**

Differentiate J at V = 0. The term with ∂T/∂V multiplies D = 0 and vanishes. Since ds/da = f, the other term contains ∂D/∂V = (e/kT) f, and

G = e C ∫ T(E,0) f(E) dE.

The weight is f because E is the longitudinal energy. In terms of total energy the weight is −f′, and the two forms agree. With M(E) = ∫ T dE′ from the band bottom to E, integration by parts gives ∫ T f dE = ∫ M (−f′) dE. The boundary terms vanish because M is zero at the bottom and f decays at the top.

A second limit is useful for estimates. Suppose T = T₀e^(cE) near the chemical potential, with c kT < 1, and the band bottom is far below. Substituting y = e^(E/kT),

∫ e^(cE) f dE = kT ∫₀^∞ y^(ckT−1)/(1 + y) dy = πkT/sin(πckT).

Therefore

G ≈ e C (T₀/c) × πckT/sin(πckT).

The last factor is the thermal enhancement and tends to 1 as the temperature falls.

**7. A thin hafnia tunnel junction**

Take d = 3 nm, φ_L = 1.9 eV, φ_R = 2.1 eV, m = 0.2 m₀, E_F = 5 eV in both electrodes and 300 K, so kT = 0.02585 eV. These are round model parameters in the rough range of a hafnia ferroelectric tunnel junction. The unequal heights represent one polarization state, held fixed as V changes. With energies in eV, C = 3.2366 × 10⁹ A/cm²/eV². The film has 60 layers.

Direct Runge-Kutta integration of the Schrödinger equation at (E in eV, V in volts) = (0, 0), (−0.05, 0.1) and (−1, −0.2) differs from the layered T by at most 1.1 × 10⁻⁶, relative to the Runge-Kutta value. At E = V = 0, T₀ = 1.178 × 10⁻⁸. A central difference over ±0.01 eV gives c = 4.561 per eV. The estimate is

eC T₀/c = 3.2366 × 10⁹ × 1.178 × 10⁻⁸/4.561 = 8.36 S/cm².

Here πckT = 0.370, whose thermal factor is 1.023, giving 8.56 S/cm². The full integral gives G = 8.918 S/cm², about 4% higher. The curvature of ln T explains the sign and approximate size. For a flat barrier φ the tunnelling exponent is proportional to −√(φ − E), whose expansion adds cE²/(4φ) to ln T. Averaged with e^(cE) below E = 0, this raises the integral by 1/(2φc), or 5% for φ = 2 eV. Curvature of the matching factor is omitted from this estimate.

The formula before the transverse integration checks that step and the supply function, with the same routine for T. Summing over total energy with spacing kT, and integrating over k² adaptively, gives 8.918061 S/cm², against 8.918060 from the formula for G. At 0.1 V both routes give J = 0.898629 A/cm².

At equilibrium the one-way integrals from the two sides are both 2.120320 A/cm². With the right Fermi energy changed to 3 eV they are both 2.194897 A/cm². They omit the exclusion factors, which cancel in the difference; only that difference gives the net current. The last digits quoted in this section belong to the 60-layer film. For the continuous linear barrier G is 8.918058 S/cm², J at −0.1 V is −0.900216 A/cm², and the one-way integrals are 2.120319 and 2.194884 A/cm².

The approach to linear response is visible in J/V:

V = 1 nV: 8.91806 S/cm²
V = 0.01 V: 8.91803 S/cm²
V = 0.1 V: 8.98629 S/cm²
V = 0.2 V: 9.20925 S/cm²

The slight fall at 0.01 V comes from the asymmetry. At −0.1 V, J = −0.900217 A/cm², so the even part of J at 0.1 V is (0.898629 − 0.900217)/2 = −7.9 × 10⁻⁴ A/cm². It adds a term linear in V to J/V. The odd part, [J(V) − J(−V)]/(2VG) − 1, is 3.406 × 10⁻⁴ at 20 mV and 1.363 × 10⁻³ at 40 mV. The ratio is 4.00, as a quadratic law requires. At 10 mV the two contributions to J/V are −7.85 × 10⁻⁴ and +7.59 × 10⁻⁴ S/cm², and nearly cancel.

As T → 0 K, kT s[(μ − E)/kT] tends to max(μ − E, 0). For V > 0, kT D becomes the smaller of eV and max(−E, 0). At 0.1 V this limit gives 0.878973 A/cm², the same to six digits as the calculation at 1 K. The ratio of the 300 K current to it is 1.022, close to the thermal factor above. The adaptive rule uses 480 energy points at 300 K and 560 at 1 K. The 1 K run shows the failure described in section 4: it misses about half of the thermal correction of 2.4 × 10⁻⁷, so its relative error, 1.2 × 10⁻⁷, is far above τ. At 4 K the error is 2 × 10⁻⁶. At 10 K the thermal region is detected and the tolerance is met, with 1000 points.

**8. Numerical error and physical error**

At 0.1 V a junction of 1 μm² carries 0.8986 A/cm² × 10⁻⁸ cm² = 9.0 nA. With a rough static relative permittivity ε_r = 30, the low-bias discharge time ε₀ε_r/(Gd) is 1.0 μs. It describes leakage of electrode charge, not loss of polarization.

The numerical errors are far below the model errors. The following factors multiply G for the same junction, with other settings held fixed. The first three are taken at zero temperature by integrating T over k² at total energy zero.

An electrode mass of m₀, with ψ′/mass continuous, gives 0.99. At fixed total energy and k, the decay constant in the film does not contain the electrode mass; the matching at the interfaces does. Its effect happens to be small for these parameters; with E_F = 3 or 8 eV in both electrodes the factor is 0.68 or 1.41.

The image force gives about 3.7 when the layers are fine enough to resolve the steep potential near the electrodes; 60 layers give 3.5. For a charge at x = ud between ideal metal planes, half the interaction with all its images is

U_im = −[e²/(8πεd)] {1/(2u) + Σₙ [n/(n² − u²) − 1/n]}, n = 1, 2, …

Here ε = 4ε₀ is a rough optical value, and the lowered barrier is cut off at the band bottom. The cutoff is arbitrary: placed at −2 eV or at 0 it gives 3.4 or 3.0 instead of 3.7.

A two-band film with a rough gap E_g = 5.5 eV has κ² = (2m/ħ²)φ(1 − φ/E_g) + k², where φ is now the local barrier above the total energy. Keeping m = 0.2 m₀, also in the matching, gives a factor of about 34, or 50 and 25 for gaps of 5.0 and 6.0 eV. A mass fitted to currents with the parabolic law would already contain part of this effect.

Increasing d to 3.1 nm halves G (0.505). Operation at 85 °C multiplies it by 1.01, as the thermal factor predicts.

Barriers near 2 eV, masses of a few tenths of m₀ and thicknesses of a few nanometres are plausible for such junctions, but the factors above show that the current can be uncertain by an order of magnitude or more, depending on how the mass and barriers were obtained. The applied field at 0.1 V is 0.33 MV/cm, below rough coercive and breakdown fields of 1 and 5 MV/cm. At −0.1 V the barrier slope, (0.2 + 0.1) eV over 3 nm, corresponds to 1.0 MV/cm, so the assumption of fixed polarization is doubtful there. Real films also have nonuniform thickness and traps. Trap-assisted current is absent from the model and its size is not estimated here. For a 10 nm film with the same barriers, G falls to 6.5 × 10⁻²⁰ S/cm². At this thickness the two-band and image corrections together multiply the zero-temperature value by about 7 × 10⁵, which still leaves G below 10⁻¹³ S/cm². Within this model, direct tunnelling at low bias is therefore negligible in such a memory capacitor, and appreciable low-bias leakage would need another path.

Reversing the polarization in this model interchanges φ_L and φ_R. With identical electrodes that is a mirror reflection, so J_reversed(V) = −J(−V), and both states have the same G. If the polarization stays fixed in both states, their currents at 0.1 V differ by 0.2%. For this junction, a much larger readout contrast at 0.1 V requires something this model omits, such as a polarization-dependent mean barrier height.
